# The RPA plasmon formula from coupling derivatives and from zero-point energy

## One pair of orbitals

Take H$_2$ in a minimal basis: one occupied and one empty spatial orbital, with a gap $D$ between their energies. Hartree atomic units are used throughout. Let $k=\iint\rho(\mathbf r)\rho(\mathbf r')/|\mathbf r-\mathbf r'|$ be the Coulomb integral of the orbital-product density $\rho=\phi_{\rm occ}\phi_{\rm emp}$ with itself, without a factor $\tfrac12$.

With spin there are four excitations from an occupied to an empty spin orbital. Two flip the spin; they carry no charge density and keep the energy $D$. The two that conserve spin are coupled by a $2\times2$ matrix whose entries all equal $k$. Its eigenvalues are $0$ for the difference of the two excitations and $2k$ for their sum. The four modes are therefore the three components of one triplet at $D$ and one singlet that feels the interaction.

Let the interaction have strength $\lambda$, with $0\le\lambda\le1$. In the random-phase approximation (RPA) the singlet has $A=D+2\lambda k$ and $B=2\lambda k$, and its energy is

$$\Omega(\lambda)=\sqrt{A^2-B^2}=\sqrt{(A-B)(A+B)}=\sqrt{D^2+4\lambda Dk},\qquad \frac{d\Omega}{d\lambda}=\frac{2kD}{\Omega}.$$

The repulsion stiffens the charge oscillation and so reduces its fluctuations. The first derivation below shows that in the RPA the mean-square fluctuation falls by the factor $D/\Omega$ (0.711 at $\lambda=1$ for the numbers below; the exact state in the same basis gives 0.776), so that the interaction energy changes by

$$W_c(\lambda)=\tfrac12(2k)\left(\frac D\Omega-1\right)=\tfrac12\left(\frac{d\Omega}{d\lambda}-2k\right).$$

This is a derivative plus a constant. Integrating over $\lambda$ gives

$$E_c=\tfrac12\left[\Omega(1)-D-2k\right].$$

With PBE orbitals in the STO-3G basis at a bond length of 1.4 bohr, $D=0.742392$ and $k=0.181258$ hartree. Then

$$\Omega(1)=\sqrt{0.551146+0.538258}=1.043745,$$
$$E_c=\tfrac12(1.043745-0.742392-0.362516)=-0.03058\ \text{hartree},$$

or $-0.832$ eV. This is a minimal-basis value; the cc-pVTZ basis, with many pairs, gives $-0.0755$ hartree, and cc-pVQZ gives $-0.0787$ hartree, so the cc-pVTZ value is not yet converged.

Two limits can be read off. For $k\ll D$, the expansion $\sqrt{1+x}\approx1+x/2-x^2/8$ with $x=4k/D$ gives $E_c\approx-k^2/D$. For $D\to0$ at fixed $k$, this second-order estimate diverges, while the full expression tends to $-k$.

For many pairs the result is the plasmon formula,

$$E_c=\tfrac12\Big(\sum_n\Omega_n-\operatorname{Tr}A\Big),$$

where the factor $\tfrac12$ multiplies the whole difference.

## First derivation: the coupling derivative

### Correlation energy from density fluctuations

Let $\Phi$ be the Kohn–Sham determinant with density $n$. Let $\Psi_\lambda$ be the ground state of $H_\lambda=T+V_\lambda+\lambda W$, where $T$ is the kinetic energy, $W$ the electron repulsion, and $V_\lambda$ a local potential chosen so that the density remains $n$ at every $\lambda$. We assume that this path exists and starts at $\Psi_0=\Phi$. In a small basis it need not exist: in minimal-basis H$_2$ any $\lambda>0$ puts some weight in the empty orbital for every finite gap, so the density of $\Phi$ cannot be kept. The correlation energy is

$$E_c=\langle\Psi_1|T+W|\Psi_1\rangle-\langle\Phi|T+W|\Phi\rangle.$$

Define $F(\lambda)=\langle\Psi_\lambda|T+\lambda W|\Psi_\lambda\rangle=E_\lambda-\int V_\lambda n$, where $E_\lambda$ is the ground-state energy of $H_\lambda$. The Hellmann–Feynman theorem gives $E_\lambda'=\int V_\lambda' n+\langle W\rangle_\lambda$. Because $n$ is fixed, the potential terms cancel and $F'=\langle W\rangle_\lambda$. Hence

$$E_c=F(1)-F(0)-\langle W\rangle_0=\int_0^1 d\lambda\,\big(\langle W\rangle_\lambda-\langle W\rangle_0\big).$$

With $v=1/|\mathbf r-\mathbf r'|$ and the density operator $\hat n$,

$$W=\tfrac12\iint v\,[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)].$$

The second term removes self-interaction. Its expectation value depends on the density alone, so it cancels in the difference. Writing $\hat n=n+\delta\hat n$ leaves

$$\langle W\rangle_\lambda-\langle W\rangle_0=\tfrac12\iint v\,(S_\lambda-S_0),\qquad S_\lambda=\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda .$$

Insert a complete set of real eigenstates of $H_\lambda$ between the two operators. The ground state drops out because $\langle\delta\hat n\rangle_\lambda=0$. Therefore $S_\lambda=\sum_n\rho_n(\mathbf r)\rho_n(\mathbf r')$, with transition densities $\rho_n=\langle\Psi_\lambda|\hat n|n\rangle$. No RPA has been used so far.

### Transition densities from the response

Apply a weak potential $w(\mathbf r)e^{st}$ with $s>0$. The first-order amplitude $c_ne^{st}$ of an excited state with excitation energy $\omega_n$ obeys $is\,c_n=\omega_nc_n+w_n$, where $w_n=\int w\rho_n$. So $c_n=-w_n/(\omega_n-is)$. The density change is $\sum_n2\rho_n\operatorname{Re}c_n$ times $e^{st}$, and the response function is

$$\chi_\lambda(s)=-\sum_n\frac{2\omega_n}{\omega_n^2+s^2}\,\rho_n(\mathbf r)\rho_n(\mathbf r').$$

Since $\int_0^\infty 2\omega\,ds/(\omega^2+s^2)=\pi$, we have $S_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda\,ds$. The response thus determines the fluctuations.

At $\lambda=0$ the one-body operator $\hat n$ reaches single excitations only. Label them $p=(i,a)$, for occupied $i$ and empty $a$, with real spin orbitals. Their energies are $D_p=\varepsilon_a-\varepsilon_i>0$ and their transition densities are $\rho_p=\phi_i\phi_a$, summed over spin. A finite basis truncates this list of pairs.

The RPA enters here. The electrons are taken to respond as Kohn–Sham electrons to $w$ plus the change of the Hartree potential, $\lambda\int v\,\delta n$. The change of the exchange-correlation potential is neglected. Then $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$. Writing $\chi_\lambda=\sum_{pq}\rho_p\Pi_{pq}\rho_q$ turns this into a matrix equation,

$$\Pi=\Pi_0+\lambda\Pi_0K\Pi,\qquad \Pi_0=-\frac{2D}{D^2+s^2},\qquad K_{pq}=\iint\rho_p\,v\,\rho_q=(ia|jb),$$

where $q=(j,b)$ and $D$ is now the diagonal matrix of gaps. Solving for the inverse,

$$\Pi^{-1}=\Pi_0^{-1}-\lambda K=-\tfrac12D^{-1/2}\,(M+s^2)\,D^{-1/2},\qquad M=D^2+2\lambda D^{1/2}KD^{1/2}.$$

The matrix $K$ has no negative eigenvalue, because $x^TKx$ is twice the electrostatic energy of the charge density $\sum_px_p\rho_p$. Thus $M$ is positive definite. Let $Me_n=\Omega_n^2e_n$ with orthonormal $e_n$ and $\Omega_n>0$. Then

$$\Pi=-2D^{1/2}(M+s^2)^{-1}D^{1/2}=-\sum_n\frac{2\Omega_n}{\Omega_n^2+s^2}z_nz_n^T,\qquad z_n=\frac{D^{1/2}e_n}{\sqrt{\Omega_n}}.$$

The same frequency integral as before gives $S_\lambda=\sum_{pq}\rho_p\big(\sum_nz_nz_n^T\big)_{pq}\rho_q$. At $\lambda=0$ the matrix in brackets is the unit matrix. Hence

$$E_c=\int_0^1W_c\,d\lambda,\qquad W_c(\lambda)=\tfrac12\operatorname{Tr}K\Big(\sum_nz_nz_n^T-1\Big).$$

For the singlet of H$_2$ this is the factor $z^2=D/\Omega$ used at the start.

### The derivative of an eigenvalue

The same modes follow from the pair of equations

$$AX_n+BY_n=\Omega_nX_n,\qquad BX_n+AY_n=-\Omega_nY_n,\qquad A=D+\lambda K,\quad B=\lambda K.$$

Their sum is $(A+B)(X+Y)=\Omega(X-Y)$ and their difference is $(A-B)(X-Y)=\Omega(X+Y)$. Since $A-B=D$, the difference gives $X-Y=\Omega D^{-1}(X+Y)$. Putting this into the sum gives $(D+2\lambda K)(X+Y)=\Omega^2D^{-1}(X+Y)$. With $X+Y=z=D^{1/2}e/\sqrt\Omega$, multiplication by $D^{1/2}$ from the left turns this into $Me=\Omega^2e$. The two forms are equivalent, and the normalization is

$$X^TX-Y^TY=(X+Y)^T(X-Y)=\Omega z^TD^{-1}z=e^Te=1.$$

Multiply the first RPA equation by $X^T$ and the second by $Y^T$, and add:

$$\Omega=X^TAX+Y^TAY+2X^TBY .$$

Now differentiate with respect to $\lambda$, denoted by a prime. The terms with differentiated vectors are

$$2X'^T(AX+BY)+2Y'^T(BX+AY)=2\Omega(X'^TX-Y'^TY)=\Omega\,(X^TX-Y^TY)'=0 .$$

Only the matrices contribute, and $A'=B'=K$. Therefore

$$\frac{d\Omega_n}{d\lambda}=(X_n+Y_n)^TK(X_n+Y_n)=z_n^TKz_n .$$

This assumes that the vectors can be differentiated, which needs care where eigenvalues coincide. The sum over modes needs no such assumption. Let $R=M^{1/2}$, so that $\operatorname{Tr}R=\sum_n\Omega_n$. From $R'R+RR'=M'$, multiplication by $R^{-1}$ and a trace give $2\operatorname{Tr}R'=\operatorname{Tr}R^{-1}M'$. With $M'=2D^{1/2}KD^{1/2}$,

$$\frac{d}{d\lambda}\sum_n\Omega_n=\operatorname{Tr}K\,D^{1/2}M^{-1/2}D^{1/2}=\operatorname{Tr}K\sum_nz_nz_n^T .$$

The right-hand side is the first term of $2W_c$. Hence

$$W_c=\tfrac12\Big(\frac{d}{d\lambda}\sum_n\Omega_n-\operatorname{Tr}K\Big),$$
$$E_c=\tfrac12\Big(\sum_n\Omega_n(1)-\sum_n\Omega_n(0)-\operatorname{Tr}K\Big).$$

At $\lambda=0$ the eigenvalues are the gaps, so $\sum_n\Omega_n(0)=\operatorname{Tr}D$. At $\lambda=1$, $\operatorname{Tr}D+\operatorname{Tr}K=\operatorname{Tr}A$. This is the plasmon formula.

### Sign and leading order

Set $N=D^{1/2}KD^{1/2}$. Then $W_c=\tfrac12(\operatorname{Tr}NR^{-1}-\operatorname{Tr}K)$ and $W_c'=-\tfrac12\operatorname{Tr}NR^{-1}R'R^{-1}$. In the eigenbasis of $R$, the equation $R'R+RR'=2N$ reads $R'_{mn}=2N_{mn}/(\Omega_m+\Omega_n)$, so

$$W_c'(\lambda)=-\sum_{mn}\frac{N_{mn}^2}{\Omega_m\Omega_n(\Omega_m+\Omega_n)}\le0 .$$

As $W_c(0)=0$, it follows that $E_c\le0$. At $\lambda=0$, $N_{pq}^2=D_pD_qK_{pq}^2$. To leading order $W_c\approx\lambda W_c'(0)$, and

$$E_c\approx\tfrac12W_c'(0)=-\tfrac12\sum_{pq}\frac{K_{pq}^2}{D_p+D_q}.$$

For H$_2$ four entries $k^2$ are divided by $2D$, which reproduces $-k^2/D$.

### Water

For water with PBE orbitals in the 6-31G basis, all electrons included (O–H length 1.8 bohr, angle 105°), there are 160 pairs. In hartree,

$$\operatorname{Tr}A=779.649549+3.307299=782.956848,$$
$$E_c=\tfrac12(782.573476-782.956848)=-0.191686,$$

or $-5.216$ eV. This is a value for a small basis, not a converged RPA energy: cc-pVDZ gives $-0.308$ and cc-pVTZ gives $-0.424$ hartree. A finer integration grid for the PBE orbitals shifts $\operatorname{Tr}A$ and $\sum_n\Omega_n$ together by about $1.4\times10^{-5}$ hartree and leaves $E_c$ unchanged to the digits shown. The two large sums nearly cancel, so here each must be computed to three or four more significant digits than are wanted in $E_c$.

The integrand at $\lambda=0,\tfrac14,\tfrac12,\tfrac34,1$ is $0$, $-0.123365$, $-0.206167$, $-0.268586$ and $-0.318727$ hartree. Simpson's rule on these five values gives

$$\tfrac1{12}\left[4(-0.123365)+2(-0.206167)+4(-0.268586)-0.318727\right]=-0.19157,$$

within 0.1% of the plasmon value. The leading-order term is $-0.3169$ hartree, about 1.65 times the full result; the curve flattens as the modes stiffen. In the numerical check, a quadrature of the matrix equation for $\Pi$ over frequency and coupling, without eigenvalues, also gives $-0.191686$ hartree.

## Second derivation: zero-point energy

The second route uses neither a response function nor a coupling integral. Expand $W$ about the density $n$. Apart from constants and one-body terms, what remains is $\tfrac12\iint v\,\delta\hat n\,\delta\hat n'$. Three approximations turn the problem into coupled oscillators.

First, the operator $c_a^\dagger c_i$, which creates the excitation $p$, is replaced by a boson operator $b_p^\dagger$. The electron operators obey

$$[c_i^\dagger c_a,\,c_b^\dagger c_j]=\delta_{ab}c_i^\dagger c_j-\delta_{ij}c_b^\dagger c_a .$$

The right-hand side is replaced by its value in $\Phi$, which is $\delta_{ab}\delta_{ij}$. This ignores the Pauli principle: a boson can be created twice, while $(c_a^\dagger c_i)^2=0$. A small number of excitations does not make the relative error of $E_c$ small. For one electron on the ring treated below, the ground state holds about 0.009 bosons, yet the whole boson correlation energy is spurious; the same pair Hamiltonian with electron operators gives zero. The Kohn–Sham excitation energy becomes $\sum_pD_pb_p^\dagger b_p$.

Second, only the part of $\delta\hat n$ that creates or removes pairs is kept: $\delta\hat n\to\sum_p\rho_p(b_p+b_p^\dagger)$.

Third, the remaining one-body terms are dropped. These come from the exchange-correlation potential; in real space or on a lattice the self-interaction term is proportional to the electron number and is a constant. A further term linear in the pairs, the exchange matrix element $-\sum_j(aj|ji)$, sits in the parts of $\delta\hat n\,\delta\hat n'$ already removed by the second approximation. In a finite orbital basis the self-interaction term becomes the one-body matrix $-\tfrac12\sum_r(pr|rq)$, which is not a constant (occupied-empty elements up to 0.24 hartree in magnitude for water in 6-31G). The exchange element is then shared between this matrix and $\delta\hat n\,\delta\hat n'$, and both parts are dropped. Terms linear in $b_p+b_p^\dagger$ would shift the oscillators and could change the density.

The energy is measured from that of $\Phi$, so the value of the interaction in the boson vacuum, $\tfrac12\operatorname{Tr}K$, must be subtracted:

$$H_B=\sum_pD_pb_p^\dagger b_p+\tfrac12\sum_{pq}K_{pq}(b_p+b_p^\dagger)(b_q+b_q^\dagger)-\tfrac12\operatorname{Tr}K .$$

In the product, $b_pb_q^\dagger=b_q^\dagger b_p+\delta_{pq}$. The $\delta_{pq}$ gives $+\tfrac12\operatorname{Tr}K$, which cancels the last term. With $A=D+K$ and $B=K$,

$$H_B=\sum_{pq}A_{pq}b_p^\dagger b_q+\tfrac12\sum_{pq}B_{pq}(b_p^\dagger b_q^\dagger+b_pb_q).$$

Let $b_p=(x_p+i\pi_p)/\sqrt2$ with $[x_p,\pi_q]=i\delta_{pq}$. For symmetric $A$,

$$\sum A_{pq}b_p^\dagger b_q=\tfrac12(x^TAx+\pi^TA\pi)+\tfrac i2\sum A_{pq}[x_p,\pi_q]=\tfrac12(x^TAx+\pi^TA\pi)-\tfrac12\operatorname{Tr}A .$$

The pair terms give $\tfrac12(x^TBx-\pi^TB\pi)$, because the mixed products cancel. Together,

$$H_B=\tfrac12x^T(A+B)x+\tfrac12\pi^T(A-B)\pi-\tfrac12\operatorname{Tr}A .$$

Put $G=(A-B)^{1/2}$, $x=Gq$ and $P=G\pi$. Since $[q,P]=G^{-1}[x,\pi]G=i$, these are again coordinates and momenta, and

$$H_B=\tfrac12P^TP+\tfrac12q^TG(A+B)Gq-\tfrac12\operatorname{Tr}A .$$

Here $G=D^{1/2}$, and $G(A+B)G=D^2+2D^{1/2}KD^{1/2}$ is the matrix $M$ at $\lambda=1$. Rotation to its eigenvectors gives independent oscillators of frequency $\Omega_n$, each with zero-point energy $\Omega_n/2$. The ground-state energy is

$$E_c=\tfrac12\sum_n\Omega_n-\tfrac12\operatorname{Tr}A .$$

For H$_2$, diagonalizing the one-boson-mode Hamiltonian in a number basis gives $-0.030581$ hartree, in agreement with the plasmon formula.

## What each derivation assumes

The first derivation starts from the definition of $E_c$ and is exact up to the response equation, given the fixed-density path. A ring of six sites with two electrons tests the coupling integral over the fluctuations and their expansion in transition densities (not the response function), because its density stays uniform at every coupling with no adjusting potential. With hopping 0.5 hartree and repulsion $0.5/(1+d)$ hartree at site distance $d$, the exact correlation energy and the coupling integral over exact fluctuations are both $-0.011819$ hartree. The physical approximation is then the neglect of the exchange-correlation response. The molecular numbers make a further one: PBE orbitals and gaps stand in for the exact Kohn–Sham ones. LDA orbitals change little ($-0.1919$ hartree for water, $-0.0304$ for H$_2$). Hartree–Fock orbitals, which come from a nonlocal potential and have larger gaps, give $-0.1380$ and $-0.0207$ hartree.

The second derivation makes its approximations in the Hamiltonian: boson commutators, pair terms only, and no linear terms. It explains why a sum of excitation energies can be a ground-state energy. However, $H_B$ is not the electronic Hamiltonian, so its ground-state energy is not a variational upper bound to the true one. For H$_2$ in the minimal basis it gives $-0.030581$ hartree, while the exact energy in that basis lies only $0.020562$ hartree below that of $\Phi$.

The two meet in the fluctuations. If $K$ in $H_B$ is multiplied by $\lambda$, the oscillator ground state has $\langle qq^T\rangle=\tfrac12M^{-1/2}$. Since $b+b^\dagger=\sqrt2\,D^{1/2}q$,

$$\langle(b+b^\dagger)(b+b^\dagger)^T\rangle=D^{1/2}M^{-1/2}D^{1/2}=\sum_nz_nz_n^T .$$

The derivative of the boson energy with respect to $\lambda$ is therefore the same $W_c$.

They share a defect. The pair fluctuations include the repulsion of an electron with itself. For one electron on the ring the RPA gives $-0.005625$ hartree, although the true correlation energy is zero. For two electrons it gives $-0.020250$ hartree, 1.71 times the exact value. At leading order the ratio is 2: half of the sum over $K_{pq}^2$ comes from pairs of equal spin, which would excite the single electron of that spin twice. At full coupling this accounting no longer holds: subtracting twice the one-electron value leaves $-0.0090$ hartree, above the exact $-0.0118$.

They differ when exchange is added, that is, when $B_{pq}$ becomes $\lambda[(ia|jb)-(ib|ja)]$ and $A_{pq}$ becomes $D_p\delta_{pq}+\lambda[(ia|jb)-(ij|ab)]$. The oscillator algebra still holds while $A-B$ and $A+B$ are positive definite. With the PBE gaps used here this condition fails before full coupling, first for $A+B$ of the triplet modes, at $\lambda\approx0.60$ for water and $\lambda\approx0.88$ for H$_2$, so the comparison below is made at small $\lambda$. To second order, the term $\tfrac12\sum B_{pq}b_p^\dagger b_q^\dagger$ acting on the vacuum lowers the energy by

$$\tfrac14\cdot2\sum_{pq}\frac{B_{pq}^2}{D_p+D_q}=\tfrac12\sum_{pq}\frac{B_{pq}^2}{D_p+D_q},$$

where the 2 counts the two ways of pairing the bosons. For electrons, each double excitation $i<j$, $a<b$ counts once, so the unrestricted sum carries $\tfrac14$. The boson energy is twice the correct second-order doubles term; for water the ratio computed at small coupling is 2.0000.

The first derivation shows where the argument breaks. The eigenvalue derivative now contains the exchange integrals, while the interaction energy is still weighted by the bare $K$. The plasmon formula with prefactor $\tfrac12$ follows from the coupling integral here because the matrix that drives the eigenvalues, $A'=B'=K$, is also the one that weights the fluctuations.

## Table of computed values

```
H2 bond length: 1.4 bohr
H2 orbital gap D: 0.742392 hartree
H2 Coulomb integral K: 0.181258 hartree
H2 singlet RPA energy: 1.043745 hartree
H2 sum of four RPA energies: 3.270921 hartree
H2 trace of A: 3.332084 hartree
H2 correlation energy, plasmon formula: -0.030581 hartree
H2 correlation energy, converted: -0.8322 eV
H2 boson ground-state energy: -0.030581 hartree
Water O-H length: 1.8 bohr
Water H-O-H angle: 105.0 degree
Water number of spin-orbital pairs: 160
Water smallest orbital gap: 0.265738 hartree
Water sum of gaps: 779.649549 hartree
Water trace of K: 3.307299 hartree
Water trace of A: 782.956848 hartree
Water sum of RPA energies: 782.573476 hartree
Water correlation energy, plasmon formula: -0.191686 hartree
Water correlation energy, Dyson quadrature: -0.191686 hartree
Water correlation energy, coupling integral: -0.191686 hartree
Water correlation energy, converted: -5.2160 eV
Water integrand W_c at coupling 0.00: 0.000000 hartree
Water integrand W_c at coupling 0.25: -0.123365 hartree
Water integrand W_c at coupling 0.50: -0.206167 hartree
Water integrand W_c at coupling 0.75: -0.268586 hartree
Water integrand W_c at coupling 1.00: -0.318727 hartree
Coupling at which slopes are compared: 0.6 (no unit)
Steepest water mode, RPA energy there: 2.402359 hartree
Steepest water mode, slope from amplitudes: 0.220511 hartree
Steepest water mode, slope by differences: 0.220511 hartree
Largest slope mismatch, all modes: 1.4e-09 hartree
Water second-order direct term, formula: -0.316898 hartree
Water second-order direct term, numerical: -0.316901 hartree
Water second-order doubles with exchange: -0.206320 hartree
Ratio of exchange variant to doubles: 2.0000 (no unit)
Ring number of sites: 6
Ring hopping: 0.5 hartree
Ring on-site interaction: 0.5 hartree
Ring exact correlation energy, two electrons: -0.011819 hartree
Ring exact value by coupling integral: -0.011819 hartree
Ring RPA correlation energy, two electrons: -0.020250 hartree
Ring RPA correlation energy, one electron: -0.005625 hartree
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
